\section*{In-Plane Ferroelectric Order near a Parabolic Curie-Temperature Maximum}

\section{A film that orders late}

A ferroelectric film is graded through its thickness. Its local Curie temperature is 350 K at the centre and 100 K lower at each surface, 20 nm away. In the mean-field model below, in-plane polarization appears at 345.3 K, not at 350 K. At that temperature a central layer 8.7 nm thick is still below its local Curie temperature. Uniform material of the same composition would already be polarized, yet the layer is not. Half of the missing 4.7 K is the gradient cost of confining the polarization to a thin layer; the other half arises because the polarization extends into material with a lower local Curie temperature.

Let $z$ run through the thickness, with $z=0$ at the maximum, and let
\begin{equation}
T_0(z)=T_m-\tfrac12\kappa z^2,\qquad \kappa=|T_0''(0)|>0 .
\end{equation}
The polarization $P(z)$ points along $x$, in the film plane, and varies only with $z$. The free energy per unit area is
\begin{equation}
F=\int\!\left[\frac{a_0}{2}(T-T_0)P^2+\frac b4P^4+\frac g2P'^2\right]dz,
\label{F}
\end{equation}
with uniform positive $a_0$, $b$ and $g$. Here $a_0=1/(\varepsilon_0C)$, where $C$ is the Curie constant, and $g$ is the stiffness against variation of $P_x$ along $z$. The result to be derived is
\begin{equation}
T_c=T_m-\Delta T,\qquad \Delta T=\sqrt{\frac{\kappa g}{2a_0}} .
\label{result}
\end{equation}
The depression is thus proportional to $\sqrt{\kappa g}$ when $a_0$ is held fixed.

Equation (\ref{F}) has no electrostatic term. Since $\nabla\cdot\mathbf P=\partial_xP_x=0$, there is no bound charge inside the film. Charge at the lateral ends is taken to be compensated by ideal, short-circuited electrodes, so that $E_x=0$. The film is taken to be much thicker than the ordered layer, and the integrals run over the whole line until surfaces are considered.

\section{First derivation: the oscillator equation}

Replace $P$ by $P+\delta P$ in (\ref{F}) and keep first order. The gradient term gives $\int gP'\,\delta P'\,dz=-\int gP''\,\delta P\,dz$ after integration by parts, the boundary term vanishing for a localized $P$. Since $\delta P$ is arbitrary,
\begin{equation}
-gP''+a_0(T-T_0)P+bP^3=0 .
\label{EL}
\end{equation}
At a continuous onset $P$ is small and the cubic term drops out. Divide by $a_0$, define $D=g/a_0$, and insert $T_0$:
\begin{equation}
-DP''+\tfrac12\kappa z^2P=(T_m-T)P .
\label{osc}
\end{equation}
This is the stationary Schr\"odinger equation of a harmonic oscillator, with the replacements
\begin{equation}
\frac{\hbar^2}{2m}\to D,\qquad \frac{m\omega^2}{2}\to\frac\kappa2,\qquad E\to T_m-T .
\end{equation}
Multiplying the first two gives $\hbar^2\omega^2/4\to D\kappa/2$, so the ground-state energy $\hbar\omega/2$ becomes $\sqrt{\kappa D/2}$, which is (\ref{result}). The mapping is mathematical: nothing here is quantum mechanical.

The spectrum can be obtained directly. Set $z=ls$ and choose $l$ so that both terms on the left of (\ref{osc}) have the same coefficient:
\begin{equation}
\frac{D}{l^2}=\frac{\kappa l^2}{2}
\quad\Rightarrow\quad
l=\left(\frac{2D}{\kappa}\right)^{1/4},\qquad
\frac D{l^2}=\sqrt{\frac{\kappa D}{2}}=\Delta T .
\label{l}
\end{equation}
With $\epsilon=(T_m-T)/\Delta T$ the equation is $-P_{ss}+s^2P=\epsilon P$. Write $P=H(s)e^{-s^2/2}$. Then $P_{ss}=(H''-2sH'+(s^2-1)H)e^{-s^2/2}$, and
\begin{equation}
H''-2sH'+(\epsilon-1)H=0 .
\end{equation}
For $H=\sum_jc_js^j$, the coefficient of $s^j$ gives
\begin{equation}
c_{j+2}=\frac{2j+1-\epsilon}{(j+1)(j+2)}\,c_j .
\end{equation}
If the series does not end, $c_{j+2}/c_j\to2/j$, as for $e^{s^2}$, and $P$ grows like $e^{s^2/2}$. A localized solution needs a series that ends, so $\epsilon=2n+1$ and
\begin{equation}
T_m-T=(2n+1)\Delta T,\qquad n=0,1,2,\dots
\end{equation}
On cooling, $n=0$ is reached first. Its shape is $P\propto e^{-z^2/2l^2}$. The higher levels are further instabilities of the state $P=0$. They are not further phase transitions, because that state has already been left.

The two contributions to $\Delta T$ are equal. For the Gaussian, $\langle z^2\rangle=l^2/2$, where the average is weighted by $P^2$. The local Curie temperature averaged over the mode therefore lies $\kappa l^2/4=\Delta T/2$ below $T_m$. The gradient term gives $D\int P'^2dz/\int P^2dz=D\langle z^2\rangle/l^4=\Delta T/2$. A narrower mode would sit in better material but cost more gradient energy; a wider one would do the reverse. At $T_c$ the local condition $T_0(z)=T_c$ holds at $|z|=l$, by (\ref{l}). This is the oscillator's classical turning point, and it explains the unpolarized layer of thickness $2l=8.7$ nm in the opening example.

\section{Second derivation: completing the square}

The second route works with the free energy itself and keeps the quartic term. With $l$ from (\ref{l}), expand
\begin{equation}
g\left(P'+\frac{zP}{l^2}\right)^2
=gP'^2+\frac{g}{l^2}\,2zPP'+\frac{g}{l^4}z^2P^2 .
\end{equation}
The middle term is integrated by parts:
\begin{equation}
\int2zPP'\,dz=\int z\,(P^2)'\,dz=\left[zP^2\right]-\int P^2dz .
\label{parts}
\end{equation}
For finite free energy, $P'$ and $zP$ are square-integrable. The derivative of $zP^2$ is then integrable, so $zP^2$ has a limit at each end. A nonzero limit would make $z^2P^2$ grow, so the limit is zero. Since $g/l^4=a_0\kappa/2$ and $g/l^2=a_0\Delta T$,
\begin{equation}
F=\frac g2\!\int\!\left(P'+\frac{zP}{l^2}\right)^2\!dz
+\frac{a_0}{2}(T-T_c)\!\int\!P^2dz+\frac b4\!\int\!P^4dz .
\label{square}
\end{equation}

For $T\ge T_c$ no term is negative, and $F=0$ requires $P=0$. The unpolarized state is then the unique global minimum. For $T<T_c$ take $P=Ae^{-z^2/2l^2}$, for which the square vanishes. With $\int e^{-z^2/l^2}dz=\sqrt\pi\,l$ and $\int e^{-2z^2/l^2}dz=\sqrt{\pi/2}\,l$,
\begin{equation}
F(A)=\frac{a_0}{2}(T-T_c)\sqrt\pi\,l\,A^2+\frac b4\sqrt{\frac\pi2}\,l\,A^4 ,
\label{FA}
\end{equation}
which is negative for small $A$. The film therefore polarizes below $T_c$.

The onset is continuous. Let $\delta=T_c-T>0$ and $N=\int P^2dz$ for the minimizer, which has $F<0$. From (\ref{square}), $\frac b4\int P^4dz\le\frac12a_0\delta N$. From (\ref{F}), $\frac\kappa2\int z^2P^2dz\le(T_m-T)N$. With $R^2=4(T_m-T)/\kappa$, at most half of $N$ then lies at $|z|>R$. The Cauchy--Schwarz inequality on $|z|<R$ gives $(N/2)^2\le2R\int P^4dz$. Combining these,
\begin{equation}
\frac{bN^2}{32R}\le\frac{a_0\delta N}{2}
\quad\Rightarrow\quad N\le\frac{16Ra_0\,\delta}{b},
\end{equation}
which goes to zero with $\delta$.

\section{What each derivation assumes}

The first derivation assumes that $P$ is small at the onset. By itself it finds where $P=0$ loses stability, whatever the sign of $b$, and it supplies the whole set of modes. It cannot exclude a jump to a large $P$ at a higher temperature.

The second derivation assumes no smallness, but it needs $b>0$. In return it compares $P=0$ with every other profile and proves that the onset is continuous. As used here it gives no higher levels, and its square is tailored to the parabola. If $b<0$ and a sixth-order term restores stability, the temperature (\ref{result}) remains the limit of stability on cooling, but the lower bound from (\ref{square}) is lost and a first-order transition comes earlier: at $T_c$ the Gaussian profile already has $F<0$ at small amplitude.

Both assume mean-field theory, uniform coefficients and a thick film. For a film occupying $|z|<h$ with free surfaces, the boundary term in (\ref{parts}) survives and adds
\begin{equation}
-\frac{gh}{2l^2}\left[P(h)^2+P(-h)^2\right]
\end{equation}
to (\ref{square}). It is negative, so free surfaces reduce the depression. In the opposite limit $h\ll l$, variation of $P$ is too costly and $P$ is nearly uniform. The gradient energy then drops out, and the depression is the average of $\kappa z^2/2$:
\begin{equation}
\Delta T\simeq\frac1{2h}\int_{-h}^{h}\frac{\kappa z^2}{2}\,dz=\frac{\kappa h^2}{6}\qquad(h\ll l).
\end{equation}
This is linear in $\kappa$ and independent of $g$, so the square-root law belongs to thick films.

\section{The example in numbers}

The parameters are $C=10^5$ K, $g=10^{-10}$ J\,m$^3$/C$^2$ and $b=10^9$ J\,m$^5$/C$^4$. Hence $a_0=1.129\times10^6$ J\,m/(C$^2$K), and
\begin{align}
D&=g/a_0=88.54\ \text{nm}^2\,\text{K},\\
\kappa&=2(100\ \text{K})/(20\ \text{nm})^2=0.5\ \text{K/nm}^2,\\
l&=(2\times88.54/0.5)^{1/4}\ \text{nm}=4.34\ \text{nm},\\
\Delta T&=\sqrt{0.5\times88.54/2}\ \text{K}=4.70\ \text{K}.
\end{align}
Diagonalizing the operator in (\ref{osc}) on a grid, with free surfaces at $\pm20$ nm, gives levels at 4.70, 14.11 and 23.52 K below $T_m$, in the ratio $1:3:5$. Free surfaces change the depression by only $-3\times10^{-8}$ K here. If the half-thickness is cut to 8 nm at the same $\kappa$, the change is $-0.70$ K.

The polarization below $T_c$ has two simple regimes. Just below $T_c$, setting $dF/dA=0$ in (\ref{FA}) gives
\begin{equation}
P(0)^2=A^2=\frac{\sqrt2\,a_0(T_c-T)}{b}.
\label{mode}
\end{equation}
At 0.05 K below $T_c$, a numerical solution of (\ref{EL}) agrees with this value to within 0.1\%. Far below, with $\tau=T_m-T\gg\Delta T$, the centre follows the local Landau value $P^2=a_0(T_0-T)/b$. Near $z=0$ this reads $P\simeq\sqrt{a_0\tau/b}\,(1-\kappa z^2/4\tau)$, so $P''/P=-\kappa/2\tau$ there. Putting this into (\ref{EL}) gives the leading gradient correction:
\begin{equation}
P(0)^2\simeq\frac{a_0}{b}\left(\tau-\frac{\kappa D}{2\tau}\right)
=\frac{a_0}{b}\left(\tau-\frac{\Delta T^2}{\tau}\right).
\end{equation}
At 300 K, $\tau=50$ K and $\Delta T^2/\tau=0.44$ K. The local value, 23.76 $\mu$C/cm$^2$, is lowered by 0.4\% to 23.66 $\mu$C/cm$^2$; the full solution gives 23.65 $\mu$C/cm$^2$. The one-mode law (\ref{mode}) gives 26.90 $\mu$C/cm$^2$, which is 14\% above the full solution: it is being used far outside its range.

Out-of-plane polarization behaves differently. Let $P_z$ vary only with $z$. With shorted electrodes on the faces, a nonuniform $P_z$ costs $(P_z-\bar P_z)^2/(2\varepsilon_0\varepsilon_b)$ per volume, where $\bar P_z$ is the film average. Divided by $a_0/2$, the coefficient is $C/\varepsilon_b=10^4$ K for a background permittivity $\varepsilon_b=10$. This forces $P_z$ to be almost uniform, so it orders near the film average of $T_0$, $350-100/3=316.7$ K. Diagonalization with this term gives 316.8 K. Stripes of alternating $P_z$, which are not treated here, can order above the film average if the in-plane permittivity is high. With the same $T_0$ and stiffness for both directions, in-plane order still comes first, because bound charge can only add energy.

\section{Departures from the ideal profile}

Small changes of the profile or coefficients shift $\Delta T$, to first order, by their average over the unperturbed mode, for which $\langle z^4\rangle=3l^4/4$. A cosine profile of the same curvature has
\begin{equation}
\frac{\kappa}{k^2}(1-\cos kz)=\frac{\kappa z^2}{2}-\frac{\kappa k^2z^4}{24}+\cdots,
\end{equation}
and since $\kappa l^4=2D$ the shift is $-\kappa k^2l^4/32=-Dk^2/16$. For a period of 62.8 nm, which gives the same 100 K fall, this is $-0.055$ K; diagonalization gives $-0.056$ K.

If $g$ is multiplied by $1+\gamma z^2/h^2$, the gradient term changes by $D\gamma\langle z^4\rangle/(h^2l^4)=3\gamma D/4h^2$. For a stiffness larger by half at the surface, $\gamma=0.5$, this is 0.083 K, and diagonalization agrees to 0.001 K. These corrections are below 2\% of $\Delta T$.

\section{Comparison with real films}

The parameters lie in the rough regime of graded barium strontium titanate films, but they describe no particular sample. The positive $b$ presumes a film whose in-plane strain is clamped by a substrate; free barium-rich material has a first-order transition. The model also fixes the polarization along $x$. In a clamped film with equivalent $x$ and $y$ axes it may instead point along the in-plane diagonal. This leaves the mean-field $T_c$ of a continuous onset unchanged, but alters the effective $b$ and the polarization below $T_c$. A 100 K fall within 20 nm is steep. With the same fall spread over 200 nm, $\kappa$ is 100 times smaller and $\Delta T$ falls to 0.47 K. The shear stiffness $g$ is poorly known; a factor of four in $g$ changes $\Delta T$ by a factor of two. The assumption most seriously broken in real films is that $T_0(z)$ follows composition alone. If all layers share one in-plane lattice constant, each has its own misfit strain $u$. The in-plane stress at $P=0$ is $\sigma=u/(s_{11}+s_{12})$, and electrostriction adds $-(Q_{11}+Q_{12})\sigma P^2$ to the energy density. Comparing this with $-a_0T_0P^2/2$ gives
\begin{equation}
\delta T_0=\frac{2(Q_{11}+Q_{12})\,u}{a_0(s_{11}+s_{12})}.
\end{equation}
With rough constants, $(Q_{11}+Q_{12})/(s_{11}+s_{12})\approx1.09\times10^{10}$ J\,m/C$^2$, a tensile misfit of 0.1\% at the surfaces relative to the centre raises $T_0$ there by 19 K. If the misfit varies as $z^2$, $\kappa$ falls by the same fraction as the 100 K drop and $\Delta T$ becomes 4.2 K. A misfit of 0.52\% removes the maximum altogether. The shift is proportional to $C$; for barium-rich material $C$ is nearer $1.5$--$1.7\times10^5$ K, which gives roughly 30 K or more per 0.1\% and removes the maximum near 0.3\%. A coherent film whose surfaces are strontium-rich enough for a 100 K fall would have a misfit of roughly 0.7\% and exceed this, so the example applies to a relaxed film, or to one whose $T_0(z)$ already includes strain.

Three further effects can be estimated for the same numbers.

\emph{Flexoelectric coupling.} A shear strain $\eta$ contributes $c_{44}\eta^2/2+f\eta P'$. At zero shear stress $\eta=-fP'/c_{44}$, and substitution replaces $g$ by $g-f^2/c_{44}$. If the stated $g$ did not yet include this, $f=1$ V and $c_{44}=120$ GPa would lower $\Delta T$ to 4.5 K. The correction grows quickly with $f$: at 2 V, $\Delta T$ would be 3.8 K.

\emph{Imperfect electrodes.} If each lateral electrode screens over an effective length $\lambda$, the two voltage drops $\lambda P/\varepsilon_0$ produce an opposing field $2\lambda P/(\varepsilon_0W)$ across a gap $W$. Dividing by $a_0P$ gives a lowering of $T_c$ by $2\lambda C/W$ if $P$ is uniform along $x$. For $\lambda=0.02$ nm and $W=10\ \mu$m this is 0.4 K. It is an upper bound: the polarization can fall off near the electrodes when that costs less energy, and the actual lowering may be much smaller.

\emph{Thermal fluctuations.} Let the mode amplitude vary slowly in the plane, and let $\psi^2=\sqrt\pi\,lA^2$. By (\ref{FA}) the quartic coefficient for $\psi$ is $b/(\sqrt{2\pi}\,l)$. Near $T_c$ each in-plane wave vector $q$ contributes $k_BT/(gq^2)$ to $\langle\psi^2\rangle$, if the in-plane stiffness is also $g$. Integrating $d^2q/(2\pi)^2$ over one e-fold of $q$ gives $k_BT/(2\pi g)$. The quartic term then shifts the onset by
\begin{equation}
\frac{3k_BT_c\,b}{2\pi g a_0\sqrt{2\pi}\,l}=1.85\ \text{K per e-fold},
\end{equation}
which is not small beside 4.7 K. Fluctuations that vary along $x$ create bound charge, however, and their stray field opposes them. A thin sheet of areal dipole density $p$ costs $q_x^2p^2/(4\varepsilon_0\varepsilon q)$ per area, and $p^2=2\pi l^2A^2=2\sqrt\pi\,l\psi^2$. The stiffness $gq^2$ is thereby multiplied by $1+r\cos^2\theta$, where $\theta$ is the angle between $\mathbf q$ and $x$ and $r=\sqrt\pi\,l/(\varepsilon_0\varepsilon gq)$. For a rough surrounding permittivity $\varepsilon=1000$ and $ql=0.3$, $r=126$. The angular average of $1/(1+r\cos^2\theta)$ is $1/\sqrt{1+r}=0.09$, which leaves 0.16 K per e-fold at this wave vector. Since $r$ falls as $1/q$, shorter waves contribute more per e-fold. Integrating the same formula up to $ql=1$ gives 0.6 K, and the result grows roughly as $\sqrt\varepsilon$. The thin-sheet formula overstates the stray-field cost as $ql$ approaches 1; allowing for the thickness of the layer raises the two figures to about 0.2 K and 0.7 K. This is an order of magnitude, not a corrected transition temperature.

The estimate also supposes that an in-plane anisotropy keeps the polarization along $x$. If $x$ and $y$ are equivalent, $P_y$ is equally soft, and fluctuations polarized perpendicular to $\mathbf q$ carry no charge. The average of $\sin^2\theta$ is $1/2$, so the fluctuations of $P_x$ alone keep about half of the 1.85 K per e-fold. Those of $P_y$ also act on $P_x$ through the quartic energy. If that energy depends only on $P_x^2+P_y^2$, they count one third as much, which brings the total to two thirds, or 1.2 K per e-fold. That is about a quarter of 4.7 K for each e-fold. For these charge-free fluctuations the estimate holds only for wave numbers whose gradient cost $gq^2/a_0=\Delta T\,(ql)^2$ exceeds the shift itself, here $ql$ above about 0.5, so it cannot be added up over many e-folds, and the total shift is not determined here. For such a film the mean-field depression may be only a rough guide.

\section*{Computed values}
\begin{verbatim}
Curie constant: 1e+05 K
gradient stiffness g: 1e-10 J m^3/C^2
quartic coefficient b: 1e+09 J m^5/C^4
coefficient a0: 1.129e+06 J m/(C^2 K)
maximum Curie temperature Tm: 350 K
half-thickness: 20 nm
fall of T0, centre to surface: 100 K
curvature kappa: 0.5 K/nm^2
D = g/a0: 88.54 nm^2 K
mode length l: 4.338 nm
mode full width at half maximum: 10.22 nm
depression dT, formula: 4.7048 K
depression dT, discretized operator: 4.7048 K
second level, discretized operator: 14.1145 K
third level, discretized operator: 23.5241 K
transition temperature Tc: 345.30 K
numerical exponent in kappa: 0.50000
numerical exponent in g: 0.50000
distance below Tc in amplitude test: 0.05 K
P(0)^2, full over one-mode, there: 0.99992
temperature of use: 300 K
P(0) at use, full equation: 23.65 uC/cm2
P(0) at use, one-mode law: 26.90 uC/cm2
P(0) at use, local Landau value: 23.76 uC/cm2
background permittivity for Pz: 10
film average of T0: 316.67 K
out-of-plane ordering temperature: 316.76 K
cosine profile period: 62.83 nm
cosine change of dT, numerical: -0.0560 K
cosine change of dT, formula: -0.0553 K
relative rise of g or a0 at surface: 0.5
change of dT from g(z), numerical: 0.0825 K
change of dT from g(z), formula: 0.0830 K
change of dT from a0(z), numerical: 0.0257 K
change of dT from a0(z), formula: 0.0277 K
lattice spacing: 0.4 nm
lattice change of dT, numerical: -0.00250 K
lattice change of dT, formula: -0.00250 K
free-surface change of dT, this film: -2.95e-08 K
thin-film half-thickness, same kappa: 8 nm
free-surface change of dT, thin film: -0.7031 K
surface tensile misfit vs centre: 0.1 %
rise of surface T0 by that misfit: 19.32 K
dT with that misfit: 4.226 K
misfit that flattens the maximum: 0.518 %
flexoelectric coupling: 1 V
shear modulus c44: 120 GPa
dT if g is softened by that coupling: 4.505 K
electrode screening length: 0.02 nm
electrode gap: 10 um
electrode lowering of Tc, rough: 0.400 K
stripe domain width: 100 nm
domain lowering of Tc: 0.0874 K
fluctuation shift per e-fold, no stray field: 1.85 K
surrounding permittivity, rough: 1000
wave number times l for stray field: 0.3
stray-field to gradient cost ratio: 125.6
fluctuation shift per e-fold, stray field: 0.16 K
\end{verbatim}
